Adatom density and dimer nucleation between surfactant-passivated steps

**Problem**

A terrace of width L lies between two long, straight, parallel steps at x = 0 and x = L. Atoms are deposited uniformly at flux F (atoms per area and time) and diffuse with coefficient D. Each step takes up adatoms at the rate k n per unit step length, where n is the adatom density at the step and k is a velocity. Define the attachment length ℓ = D/k. A clean step is a perfect sink, k → ∞. A surfactant passivates both steps so that ℓ = L.

(a) Find the steady density n(x) for general ℓ. By what factor does passivation change the density at midterrace?

(b) Dimers are stable and form at the local rate σDn² per unit area, with σ a dimensionless capture number. By what factor does this rate change at midterrace if σ is common to both cases? What happens to the terrace averages, and what if only one step is passivated?

(c) When is a common σ justified?

(d) Evaluate the result for L = 20 nm, a site spacing a = 0.4 nm, a temperature of 800 K, a deposition rate f = 0.01 monolayer/s, a diffusion barrier of 0.90 eV and a hop prefactor of 10¹³ s⁻¹. Which neglected effects matter?

Throughout, F, D, L and the temperature are the same for clean and passivated steps. Desorption, step motion, emission of adatoms from the steps and the loss of adatoms to dimers are neglected at first; part (d) estimates each.

**Solution**

**(a) The density profile**

In the steady state, deposition balances diffusion:

D n″(x) + F = 0.

The adatom current in the +x direction is J = −D n′. At the left step adatoms leave in the −x direction, so the outward current is −J(0) = D n′(0). At the right step it is J(L) = −D n′(L). Each must equal the uptake of the step:

D n′(0) = k n(0),  −D n′(L) = k n(L).

Integrating the balance equation twice gives

n(x) = (F/2D)(−x² + bx + c).

The two steps are equivalent, so the profile is symmetric about x = L/2. Its slope, proportional to −2x + b, must vanish there, which gives b = L. The left boundary condition, divided by k, reads n(0) = ℓ n′(0), or c = ℓb = ℓL. Therefore

n(x) = F x(L − x)/(2D) + FLℓ/(2D).

The first term is the perfect-sink profile. The second is a uniform pedestal, which can also be written FL/(2k). Its origin is conservation of atoms: FL atoms land per unit step length and time, half of them must enter each step, and a step with coefficient k accepts FL/2 only if the density beside it is FL/(2k). Passivation does not change the current that the steps must absorb. It raises the density needed to drive that current.

At x = L/2,

n(L/2) = FL²/(8D) + FLℓ/(2D) = (FL²/8D)(1 + 4ℓ/L).

For perfect sinks the bracket is 1. For ℓ = L it is 1 + 4 = 5, so **the midterrace density rises fivefold**.

For ℓ ≪ L the steps act as perfect sinks and the factor tends to 1. For ℓ ≫ L the pedestal dominates, the density is nearly uniform, and its value FL/(2k) is set by attachment instead of diffusion. The limit ℓ → ∞ lies outside the model: with no sink at the steps the density would grow until adatoms were lost mainly to dimers and islands.

**(b) The dimer rate**

With D and σ unchanged,

(σDn²)passivated / (σDn²)clean = 5² = 25,

so **the local dimer rate at midterrace rises 25-fold**.

This factor belongs to the middle of the terrace. Put u = x/L and λ = ℓ/L, so that

n = (FL²/2D)[u(1 − u) + λ].

The average of u(1 − u) over 0 < u < 1 is 1/2 − 1/3 = 1/6. The mean density therefore changes by

(1/6 + λ)/(1/6) = 1 + 6λ,

which is 7 for λ = 1. The average of u²(1 − u)² is 1/3 − 1/2 + 1/5 = 1/30, so the average of [u(1 − u) + λ]² is 1/30 + λ/3 + λ². The dimer rate integrated over the terrace changes by

1 + 10λ + 30λ²,

which is 41 for λ = 1. It exceeds 25 because the pedestal raises the density by the largest factor near the steps, where the perfect-sink density is small.

Now let only the left step be passivated, with ℓ = L there and n(L) = 0 at the right. The symmetry argument no longer applies. The left condition gives c = Lb. The right condition gives −L² + bL + Lb = 0, so b = L/2 and c = L²/2. At midterrace

−L²/4 + L²/4 + L²/2 = L²/2,

compared with L²/4 for two perfect sinks. The density only doubles, because the remaining good sink drains the terrace, and with common σ the dimer rate there rises fourfold. The fivefold rise requires both steps to be passivated.

If dimers are unstable and the smallest stable cluster has i + 1 atoms, the exponent changes. When clusters of i atoms are in local equilibrium with the adatoms, their density is proportional to nⁱ, and they capture adatoms at a rate proportional to Dn·nⁱ. With D and the capture number unchanged, the midterrace factor is then 5^(i+1), which gives 25 for i = 1 and 125 for i = 2.

**(c) When the capture number is common**

Using a common σ in the law σDn² assumes that correlations between the two partners alter the rate by the same factor in both cases. To test this, consider two adatoms on a square lattice that forms an infinitely long terrace. Let f be the deposition rate per site, h the hop rate in each direction, and n(r) now the density per site. Without reaction, the steady density of pairs at sites r₁ and r₂ is n(r₁)n(r₂). Indeed, hopping and step uptake remove single-adatom density at the net rate f at every site, so they remove the product at the rate f n(r₂) + f n(r₁). This is the rate at which new pairs are made by depositing one partner while the other is present.

Let pairs on the same or neighbouring sites react, with R the reaction rate of each such configuration. Reaction lowers the pair density to

P = n(r₁)n(r₂) − Σ G R,

where the sum runs over the contact configurations. G is the mean time that a pair starting at one configuration spends at another before a step removes one of its members.

If reaction at contact is much slower than hopping, the sum is negligible on the terraces considered here. Then R is proportional to n(r₁)n(r₂), with the same constant for both kinds of step, and the squared density ratio follows. If every encounter forms a dimer, P = 0 at contact and the sum must cancel n(r₁)n(r₂). Passivated steps let pairs survive longer, so G is larger and a smaller R, relative to n², achieves the cancellation. The capture number falls.

For a terrace 50 site spacings wide, the solution of this pair problem gives a midterrace dimer rate ratio of 24.2 for slow reaction. When every encounter counts, σ is 1.91 for perfect sinks and 1.41 for passivated steps, and the ratio is 17.9. For 100 spacings it is 19.0. Integrated over the 50-spacing terrace, the rate rises 26-fold instead of the 41-fold found with a common σ. These values depend on the definition of contact: the midterrace ratio for 50 spacings is 19.4 if only pairs on the same site react, and 17.5 if diagonal neighbours react too. The factor 25 thus holds for dimerization limited by the reaction at contact; for encounter-limited dimerization on terraces of these widths it overestimates the rise.

The slow-reaction value is 24.2 instead of 25 because of the finite site spacing. Let the terrace have N columns of sites, with L = (N + 1)a, and let an edge adatom enter the step at the rate sh. The density per site is

n_j = A + (f/2h) j(N + 1 − j),

which satisfies f + h(n_{j+1} + n_{j−1} − 2n_j) = 0 in the interior. At the edge, f + h(n₂ − n₁) − sh n₁ = 0. Subtracting the interior equation for j = 1, with n₀ = A, gives A = (1 − s)n₁. Since n₁ = A + fN/(2h),

A = (1/s − 1) fN/(2h).

Each step receives fN/2 atoms per row and time, at an extrapolated density A per site. Hence k = a(fN/2)/A, and with D = ha²,

ℓ = D/k = a(1/s − 1).

At midterrace the density ratio for ℓ = L is 1 + 4N/(N + 1). With N = 49 this is 4.92, whose square is 24.2.

**(d) Numbers**

The inputs are rough round values, meant only to give orders of magnitude for a system such as antimony-mediated growth on Si(111). Results are printed rounded, but each is computed from unrounded intermediate values. At 800 K, k_BT = 0.0689 eV, and

h = 10¹³ s⁻¹ × exp(−0.90/0.0689) = 2.14 × 10⁷ s⁻¹,

D = ha² = 3.42 × 10⁶ nm²/s,

F = f/a² = 0.01/0.16 = 0.0625 nm⁻² s⁻¹.

For perfect sinks,

n(L/2) = 0.0625 × 20²/(8 × 3.42 × 10⁶) = 9.13 × 10⁻⁷ nm⁻².

Passivation with ℓ = L means k = D/L = 1.71 × 10⁵ nm/s. The pedestal is 0.0625 × 20/(2 × 1.71 × 10⁵) = 3.65 × 10⁻⁶ nm⁻², and the sum is 4.57 × 10⁻⁶ nm⁻², or 7.3 × 10⁻⁷ adatoms per site.

If the slow entry into the step comes from an extra barrier with an unchanged prefactor, then 1/s = 1 + L/a = 51, and the barrier is k_BT ln 51 = 0.27 eV.

With every encounter counted, the number of dimers formed on an area L × L while one monolayer is deposited rises from 0.12 to 3.0. In that time a step fed equally by terraces on both sides advances by one terrace width. With these inputs, clean steps therefore usually sweep such an area before a dimer forms on it, whereas passivated steps allow several. Both counts scale as 1/D, so this contrast is sensitive to the barrier: they become 0.03 and 0.7 for 0.8 eV, and 0.5 and 13 for 1.0 eV. The count ignores capture of adatoms by earlier islands, so it marks the onset of island growth and does not predict an island density.

Several neglected effects are small here:

- The formation of dimers consumes about 0.25% of the deposited atoms on the passivated terrace. This excludes later capture by the islands that grow from them, which is not small once an island is present; the density profile found above holds only until then.
- The profile relaxes in about 7 × 10⁻⁵ s, compared with 100 s per monolayer.
- Step motion enters through the ratio of step velocity times L to D, which is 1.2 × 10⁻⁶.
- Desorption with an assumed energy of 2.5 eV and the same prefactor lowers the passivated midterrace density by a fraction of about 10⁻⁷.

Emission from the steps can matter. It replaces k n by k(n − n_eq), which adds n_eq to both profiles. With e = n_eq divided by the clean midterrace density, the ratio becomes (5 + e)/(1 + e). Taking n_eq a² = exp(−E/k_BT), an emission energy E = 1.5 eV leaves 4.99, but E = 1.22 eV reduces the ratio to 4.5, E = 1.0 eV to 1.9 and E = 0.8 eV to 1.06. The factors 5 and 25 therefore require n_eq well below the clean midterrace density of 1.5 × 10⁻⁷ per site, and this condition is not established here for the real surface.

Stable dimers also need enough binding. A dimer breaks up at about h exp(−E_b/k_BT) and meets a third adatom at about h n a². On the clean terrace, the stricter case, growth wins if E_b exceeds roughly 1.1 eV.

In a real system D need not stay fixed, since a surfactant layer that alters attachment at steps can also alter motion on terraces. The square lattice with one atom per site is likewise a stand-in for the Si(111) surface, where a bilayer holds 15.7 atoms per nm² instead of 6.25, so that the same flux would advance a step by only about 0.4 L in 100 s. At fixed ℓ, both n and Dn² scale as 1/D. If the surfactant raised the diffusion barrier by 0.1 eV, each would gain a further factor of 4.3: the density would rise about 21-fold and the dimer rate, with common σ, roughly 110-fold. A lower barrier would act the other way. The factors 5 and 25 isolate the effect of attachment at the steps and are not a forecast for a particular surfactant. The numerical output lists the values used here.

Table of computed values

```
FINE LATTICE, 1000 spacings wide, ell = L against ell = 0
midterrace density ratio              4.996
its square (common capture number)    24.96
terrace-mean density ratio            6.988
terrace-integrated n^2 ratio          40.90
midterrace ratio, one step passivated 1.999
EXAMPLE INPUTS (rough round values)
terrace width L                       20.0 nm
site spacing a                        0.4 nm
temperature                           800 K
deposition rate                       0.01 monolayer/s
diffusion barrier                     0.90 eV
hop prefactor                         1e+13 1/s
EXAMPLE RESULTS
thermal energy kT                     0.06894 eV
hop rate per direction h              2.139e+07 1/s
diffusion coefficient D               3.423e+06 nm^2/s
flux F                                0.0625 1/(nm^2 s)
step coefficient k = D/L              1.711e+05 nm/s
extra step barrier for ell = L        0.271 eV
midterrace density, perfect sinks     9.130e-07 1/nm^2
midterrace density, passivated        4.565e-06 1/nm^2
same as coverage, perfect sinks       1.461e-07 per site
same as coverage, passivated          7.304e-07 per site
DIMERS ON THE EXAMPLE'S LATTICE (50 spacings wide)
midterrace density ratio              4.920
square of that ratio                  24.21
dimer rate ratio, weak reaction       24.22
dimer rate ratio, every encounter     17.86
capture number, perfect sinks         1.910
capture number, passivated            1.410
every-encounter ratio, 100 spacings   18.96
dimers per LxL per monolayer, sinks   0.116
dimers per LxL per monolayer, passiv. 3.030
NEGLECTED EFFECTS
fraction of adatoms lost to dimers    2.47e-03
relaxation time, passivated           6.75e-05 s
time to deposit one monolayer         100 s
step-motion Peclet number F a^2 L^2/D 1.17e-06
density drop, desorption at 2.5 eV    1.21e-07
density ratio, step emission 1.5 eV   4.990
emission energy where ratio is 4.5    1.219 eV
dimer binding needed, order of size   1.09 eV
gain in n and rate, barrier +0.1 eV   4.27
```
